# The s-Band Effective Mass in an Alternating Metal–Oxygen Chain, part 2

What sets the effective mass $m^*$ of a conduction electron in an infinite, straight metal–oxygen chain? The one-electron model has orthonormal orbitals and nearest-neighbour hopping only. With period $a$ and integer $j$, metal s orbitals of energy $E_s$ sit at $ja$, and oxygen p orbitals along the chain, of energy $E_p$, at $(j + \tfrac12)a$. The gap is $\Delta = E_s - E_p > 0$.

Reflection about an oxygen exchanges the neighbouring s orbitals and reverses p. By this mirror argument of Part I, the hopping is $+t$ to the right metal neighbour and $-t$ to the left, with $t > 0$. At energy $E$ the amplitudes obey

$$ (E - E_s) \, s_j = t \, p_{j-1} - t \, p_j , \qquad (E - E_p) \, p_j = t \, s_{j+1} - t \, s_j . $$

For Bloch waves of wave number $k$, with amplitudes $A$ on metal and $B$ on oxygen, the second equation becomes

$$ (E - E_p) \, B = 2 i t \sin\!\left(\frac{ka}{2}\right) A . $$

The secular equation is

$$ (E - E_s)(E - E_p) = h^2 , \qquad h = 2 t \left| \sin\frac{ka}{2} \right| . $$

Its upper root is the conduction band, its lower root $E_-(k)$ the valence band. With $\varepsilon$ the energy above the conduction-band edge,

$$ \varepsilon \, (\Delta + \varepsilon) = h^2 , \qquad \varepsilon = \sqrt{\frac{\Delta^2}{4} + h^2} - \frac{\Delta}{2} , \qquad m^* = \frac{\hbar^2 \Delta}{2 a^2 t^2} . $$

The edge lies at $k = 0$ and is a pure s state.

The worked case has $\Delta = 3$ eV, $t = 1.5$ eV, $a = 0.4$ nm and $m^* = 0.3175$ electron masses. "The ring" is a closed chain of 400 cells, diagonalized numerically. Its levels $\varepsilon_n$ at phase advances $x_n = 2 \pi n / 400$ give the ratios $c_n = \varepsilon_n / x_n^2$.

### How far the parabola reaches

Write $x = ka$ for the phase advance per cell. The square root is expanded with $\sqrt{1+u} = 1 + u/2 - u^2/8 + u^3/16 - \dots$ and $u = 4h^2/\Delta^2$:

$$ \varepsilon = \frac{\Delta}{2} \left( \sqrt{1+u} - 1 \right) = \frac{h^2}{\Delta} - \frac{h^4}{\Delta^3} + \frac{2 h^6}{\Delta^5} - \dots $$

The coupling itself has the expansion

$$ h^2 = 4 t^2 \sin^2\frac{x}{2} = 2 t^2 (1 - \cos x) = t^2 \left( x^2 - \frac{x^4}{12} + \frac{x^6}{360} - \dots \right) . $$

Its square begins as $h^4 = t^4 (x^4 - x^6/6 + \dots)$, and its cube as $h^6 = t^6 x^6 + \dots$. Collecting powers of $x$ and taking out the parabolic term,

$$ \varepsilon = \frac{t^2 x^2}{\Delta} \left[ 1 - q \, x^2 + r \, x^4 - \dots \right] , $$

$$ q = \frac{1}{12} + \frac{t^2}{\Delta^2} , \qquad r = \frac{1}{360} + \frac{t^2}{6 \Delta^2} + \frac{2 t^4}{\Delta^4} . $$

The two parts of $q$ have different origins. The term $1/12$ comes from the sine and expresses the discreteness of the chain. The term $t^2/\Delta^2$ comes from the $\varepsilon^2$ in $\varepsilon(\Delta + \varepsilon)$: as the electron rises above the edge, it moves away from the oxygen level, and the repulsion that raises it weakens. Both lower the energy below the parabola. The parabola is good when $q x^2 \ll 1$, which requires both $(ka)^2 \ll 12$ and $t a |k| \ll \Delta$.

In the worked case $t^2/\Delta^2 = 0.25$, so $q = 0.0833 + 0.25 = 0.3333$. At $k = 0.1 \, \pi/a = 0.7854 \ \text{nm}^{-1}$ we have $x = 0.3142$ and $x^2 = 0.0987$. The parabola gives

$$ \frac{t^2 x^2}{\Delta} = 0.75 \times 0.0987 \ \text{eV} = 0.0740 \ \text{eV} , $$

while the ring gives 0.0717 eV. The parabola is too high by about 3 percent of the ring value. Including the quartic term multiplies it by $1 - 0.3333 \times 0.0987 = 0.9671$ and gives 0.0716 eV.

The remaining difference from the ring, 0.00011 eV, has the sign and size of the next term. Here $r = 0.0028 + 0.0417 + 0.1250 = 0.1694$, and $0.0740 \times 0.1694 \times 0.0987^2$ eV is about 0.00012 eV. The same term explains why the quartic coefficient found from the ring is 0.3331 and not 0.3333. It is obtained as $(c_1 - c_2)/(3 x_1^2 c)$ with $c = t^2/\Delta$ and $c_n = c \, (1 - q x_n^2 + r x_n^4)$. Since $x_2 = 2 x_1$, this equals $q - 5 r x_1^2$, and with $x_1 = 2\pi/400$ the shift is $-0.0002$.

### Oxygen in the conduction band

The weight of oxygen in a conduction state follows from the Bloch amplitudes $A$ on metal and $B$ on oxygen. The second amplitude equation gives $|B|^2/|A|^2 = h^2/(E - E_p)^2$. Replace $h^2$ by $(E - E_s)(E - E_p)$:

$$ \frac{|B|^2}{|A|^2} = \frac{E - E_s}{E - E_p} = \frac{\varepsilon}{\Delta + \varepsilon} , \qquad w_p = \frac{|B|^2}{|A|^2 + |B|^2} = \frac{\varepsilon}{\Delta + 2 \varepsilon} . $$

At $k = 0.1 \, \pi/a$ this is $0.0717/(3 + 0.1434) = 0.0228$, or 2.28 percent, as found from the eigenvector of the ring. The conduction band near its edge is almost entirely metal s in character, yet all of its dispersion comes from the coupling to oxygen. The two facts don't conflict. The weight and the energy are both of second order in the small coupling $h$, and $\varepsilon \approx \Delta \, w_p$ near the edge.

### Removing oxygen from the equations

The role of oxygen as a bridge becomes explicit when its amplitudes are eliminated. The second amplitude equation gives

$$ p_j = \frac{t \, (s_{j+1} - s_j)}{E - E_p} . $$

The oxygen amplitude measures the difference between its two metal neighbours. Insert this, and the same expression with $j$ replaced by $j-1$, in the first equation:

$$ (E - E_s) \, s_j = \frac{t^2}{E - E_p} \left[ (s_j - s_{j-1}) - (s_{j+1} - s_j) \right] = \frac{t^2}{E - E_p} \left( 2 s_j - s_{j-1} - s_{j+1} \right) . $$

The last bracket is minus the second difference of the amplitude. For an amplitude that varies slowly from cell to cell it becomes $-a^2 \, d^2 s/dx^2$, where $x$ is here the position along the chain. Near the edge $E - E_p \approx \Delta$, and the equation turns into

$$ - \frac{t^2 a^2}{\Delta} \, \frac{d^2 s}{dx^2} = (E - E_s) \, s , $$

which is the Schrödinger equation of a free particle with $\hbar^2/(2m^*) = t^2 a^2/\Delta$.

If $E - E_p$ is replaced by $\Delta$ throughout, a chain of metal atoms alone remains. It has an effective hopping between neighbours and a shift of the site energy,

$$ t_{\text{eff}} = \frac{(+t)(-t)}{\Delta} = - \frac{t^2}{\Delta} , \qquad \delta E_s = \frac{2 t^2}{\Delta} . $$

In the worked case $t_{\text{eff}} = -2.25/3$ eV $= -0.75$ eV and $\delta E_s = 1.5$ eV. The energy of a Bloch wave in this reduced chain is

$$ E_s + \delta E_s + 2 t_{\text{eff}} \cos ka = E_s + \frac{2t^2}{\Delta} (1 - \cos ka) = E_s + \frac{4 t^2}{\Delta} \sin^2\frac{ka}{2} . $$

At $k = 0$ the shift and the hopping cancel, so the edge stays at $E_s$. The curvature there is the correct one, for any $t/\Delta$. The reason is visible in $\varepsilon = h^2/(\Delta + \varepsilon)$: the replacement drops $\varepsilon$ from the denominator, and since $h^2$ is already of order $k^2$, this changes $\varepsilon$ first at order $k^4$.

The width of the band is another matter. The reduced chain has the width $4t^2/\Delta = 3.0$ eV. The full model, evaluated at $k = \pi/a$ where $h = 2t$, has

$$ \sqrt{\frac{\Delta^2}{4} + 4 t^2} - \frac{\Delta}{2} = \sqrt{2.25 + 9} \ \text{eV} - 1.5 \ \text{eV} = 1.854 \ \text{eV} . $$

The reduced width is too large by 62 percent of the full one. The two agree for $t \ll \Delta$. In this orthogonal nearest-neighbour chain, an edge mass therefore can't be converted into a band width by the cosine formula unless the coupling is weak.

### What the opposite signs do

Suppose the two hoppings had the same sign, as they would if the oxygen orbital were even about its site. The coupling would then be

$$ t \left( e^{-ika/2} + e^{ika/2} \right) = 2 t \cos\frac{ka}{2} , $$

which vanishes at $k = \pi/a$. With $k = \pi/a + k'$, $\cos(\pi/2 + k'a/2) = -\sin(k'a/2)$, so the bands are those found before, measured from the zone boundary. The mass is unchanged, but the edge state now alternates in sign from one metal atom to the next. The ring confirms both statements. The odd parity of the p orbital thus determines where the minimum lies and makes the edge state uniform in sign. With metal–oxygen hopping alone it does not determine the mass. Once the direct metal–metal hopping treated below is added it does: that path adds to the curvature at $k = 0$ and subtracts from it at $k = \pi/a$.

### The valence band

The two band energies add up to $E_s + E_p$ at every $k$, so $E_-(k) = E_p - \varepsilon(k)$. The valence band is the mirror image of the conduction band, and its hole mass is also $m^*$. The ring gives 0.3175 electron masses for it.

This symmetry should not be carried over to a real oxide. Direct hopping between metal atoms and overlap of the orbitals, both treated below, in general already make the electron and hole masses different. In addition, two of the three oxygen p orbitals have been left out. Each of them is perpendicular to the chain and changes sign under reflection in a plane that contains the chain, whereas the metal s orbitals don't. Its matrix element with them is zero. With metal–oxygen hopping alone, these orbitals form flat bands at $E_p$, which is the top of the valence band, and a hole in them has no finite mass. The conduction band is unaffected by these two orbitals, since the same symmetry decouples it from them.

The oxygen s orbital has been left out as well, and it does affect the conduction band. It is even about its site, so a hopping of magnitude $v$ to a level $E_{s'}$ below $E_p$ turns the secular equation into $E - E_s = h^2/(E - E_p) + 4 v^2 \cos^2(ka/2)/(E - E_{s'})$. The new term is largest at $k = 0$ and falls away from it. It raises the edge above $E_s$, so that the gap exceeds $\Delta$. It also mixes oxygen s character into the edge state and makes the mass heavier than the simple formula gives at the same gap. The pure metal s edge and the equality of the gap with $\Delta$ are thus properties of the two-orbital chain, not of real oxides.

### Direct hopping between metal atoms

Large s orbitals may also overlap with each other across the oxygen. Let neighbouring metal atoms have the additional matrix element $-t_{ss}$ with $t_{ss} > 0$. The s Bloch energy then depends on $k$:

$$ E_s(k) = E_s - 2 t_{ss} \cos ka \approx E_s - 2 t_{ss} + t_{ss} a^2 k^2 . $$

The upper eigenvalue of a two-level problem rises when its upper diagonal element rises and when the coupling grows. Both happen on leaving $k = 0$, so the minimum stays there. The lower eigenvalue can't exceed the diagonal element $E_p$, and reaches it at $k = 0$. The gap is therefore

$$ E_g = \Delta - 2 t_{ss} , $$

assumed positive. The secular equation gives $E - E_s(k) = h^2/(E - E_p)$, and near $k = 0$ the right side is $t^2 a^2 k^2/E_g$. Adding the two terms in $k^2$,

$$ \frac{\hbar^2}{2 m^*} = a^2 \left( \frac{t^2}{E_g} + t_{ss} \right) . $$

The inverse masses of the two paths add, and the mass is no longer proportional to the gap. For a very large gap it tends to $\hbar^2/(2 a^2 t_{ss})$ and doesn't grow further.

With $t_{ss} = 0.2$ eV in the worked case, $E_g = 2.6$ eV. The path over oxygen contributes $2.25/2.6 = 0.865$ eV to the bracket and the direct path 0.2 eV. The mass is 0.2235 electron masses, whereas the simple formula with the same gap of 2.6 eV would give 0.2752. The importance of the direct hopping is measured by its ratio to $t^2/E_g$, not by its ratio to $t$. Here the ratio is $0.2/0.865 = 0.23$.

### Orbitals that overlap

Atomic orbitals on neighbouring atoms are not orthogonal in general. Let the overlap of the p orbital with its right metal neighbour be $S$. By the mirror argument of Part I, the overlap with its left neighbour is $-S$. The amplitude equations then contain the matrix of $H$ minus $E$ times the overlap matrix, and $t$ is replaced everywhere by $t - E S$:

$$ (E - E_s)(E - E_p) = 4 (t - E S)^2 \sin^2\frac{ka}{2} . $$

We need $2|S| < 1$ for the overlap matrix to be positive. The right side can't be negative, so no level lies between $E_p$ and $E_s$, and the edge remains at $k = 0$ with energy $E_s$ (in the special case $t = E_s S$ the upper band is flat at $E_s$). Near it we may put $E = E_s$ on the right, since the sine squared is already of order $k^2$. The result is

$$ m^* = \frac{\hbar^2 \Delta}{2 a^2 (t - E_s S)^2} . $$

The hopping in the mass formula is thus the combination $t - E_s S$. It doesn't depend on the zero of energy. If all energies are raised by $C$, the Hamiltonian matrix gains $C$ times the overlap matrix, so $t$ becomes $t + CS$ and $E_s$ becomes $E_s + C$. The combination is unchanged, while $t$ alone is not. A hopping taken from a non-orthogonal basis therefore has no definite meaning in the formula until this correction is made.

With $E_p = 0$, $E_s = 3$ eV and $S = -0.1$, the effective value is $1.5 + 0.3 = 1.8$ eV. The mass falls by the factor $(1.5/1.8)^2 = 0.694$ to 0.2205 electron masses.

### Bent bonds and disordered films

In an amorphous film the metal–oxygen–metal angle varies, and there is no wave number $k$. The band formula doesn't apply there as it stands, but the elimination of one oxygen atom can be repeated for any angle. Keep all three p orbitals of the oxygen, and let $\mathbf u_1$ and $\mathbf u_2$ be unit vectors from it to two metal neighbours. An s orbital is the same in all directions, so its hopping to the p orbital along axis $\alpha$ is $t$ times the component of $\mathbf u$ on that axis. Summing over the three axes,

$$ t_{\text{eff}} = \frac{t^2}{\Delta} \sum_\alpha u_{1\alpha} u_{2\alpha} = \frac{t^2}{\Delta} \cos\theta , $$

where $\theta$ is the angle between the bonds. For the straight chain $\theta = 180^\circ$, and the value $-t^2/\Delta$ returns. Bending the bond from $180^\circ$ towards $90^\circ$ weakens this path, at $90^\circ$ it vanishes, and below $90^\circ$ it returns with the opposite sign. Bending also ends the cancellation at the edge. In a chain with the same angle $\theta$ at every oxygen, $\varepsilon(\Delta + \varepsilon) = 2t^2(1 + \cos\theta \cos ka)$ with $\varepsilon = E - E_s$. The edge then lies at an energy $\varepsilon_0 > 0$ and contains oxygen p, and the coefficient of $(ka)^2$ is $t^2 |\cos\theta| / (\Delta + 2\varepsilon_0)$, which equals $|t_{\text{eff}}|$ only for weak coupling. The scale $t^2/\Delta$ survives disorder in the angles, at the weak-coupling level of this elimination, but its prefactor depends on the local geometry. How such hoppings, together with direct ones, combine into transport through a disordered network is outside the chain model.

The values computed by the program are collected in the numerical output below. The other numbers follow from them, or from the model parameters, by the arithmetic shown.

## Computed values

```
s-p energy difference: 3.00 eV
s-p hopping: 1.50 eV
cell length: 0.40 nm
number of cells in the ring: 400
band gap from the ring: 3.0000 eV
edge mass from the formula: 2.8922e-31 kg
edge mass from the formula: 0.3175 electron masses
edge mass from the ring: 0.3175 electron masses
hole mass from the ring: 0.3175 electron masses
mass, gap doubled: 0.6350 electron masses
mass, hopping doubled: 0.0794 electron masses
fitted power of the gap: 1.0000
fitted power of the hopping: -2.0000
wave number 0.1 pi/a: 0.7854 1/nm
energy above edge there, ring: 0.07170 eV
energy above edge there, parabola: 0.07402 eV
energy there, with quartic term: 0.07159 eV
quartic coefficient, formula: 0.3333
quartic coefficient, ring: 0.3331
oxygen weight there: 2.28 percent
effective metal-metal hopping: -0.7500 eV
effective site shift: 1.5000 eV
conduction-band width, ring: 1.8541 eV
conduction-band width, oxygen eliminated: 3.0000 eV
direct metal-metal hopping, magnitude: 0.20 eV
band gap with direct hopping: 2.6000 eV
mass with direct hopping: 0.2235 electron masses
simple formula at that gap: 0.2752 electron masses
neighbour overlap: -0.10
hopping corrected for overlap: 1.8000 eV
mass with overlap: 0.2205 electron masses
```
